# From Coulomb grid sums to image charges and the Madelung constant

## Problem

Coulomb integrals in a crystal lead to sums of $4\pi/|\mathbf q+\mathbf G|^2$ over a grid of Brillouin-zone points $\mathbf q$ and reciprocal lattice vectors $\mathbf G$. The term at $\mathbf q+\mathbf G=0$ is infinite, although the corresponding integral has no difficulty there. To study what happens when this term is left out, replace the Coulomb function by $4\pi/(q^2+\kappa^2)$ with $\kappa>0$.

The crystal has primitive vectors $\mathbf a_i$, cell volume $\Omega_c$ and reciprocal vectors $\mathbf b_i$, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The grid is $\mathbf q=\sum_i (j_i/N_i)\mathbf b_i$ with $j_i=0,\dots,N_i-1$. It has $N=N_1N_2N_3$ points and contains $\mathbf q=0$. Put $\Omega=N\Omega_c$ and $\mathbf Q=\mathbf q+\mathbf G$, where all $\mathbf G$ are kept. Define

$$\Delta_\eta(\kappa)=\frac1\Omega\sum_{\mathbf Q}f_\eta(Q)-\int\!\frac{d^3q}{(2\pi)^3}f_\eta(q),\qquad f_\eta(q)=\frac{4\pi e^{-\eta q^2}}{q^2+\kappa^2}.$$

(a) What lattice do the vectors $\mathbf Q$ form, and why are the factor $e^{-\eta q^2}$ and the weight $1/\Omega$ needed?

(b) Find $\Delta_\eta(\kappa)$ for $\eta\to0$ as a sum in real space.

(c) Remove the term $\mathbf Q=0$. What does this mean physically, and what remains for $\kappa\to0$?

(d) How fast is that limit approached?

(e) For a cubic supercell, obtain the same constant from bare $1/R$ potentials.

(f) The self-repulsion of a Gaussian charge is computed on the grid without $\mathbf Q=0$. Find the error and correct it.

For numbers take a simple cubic cell with $a=5$ Å and a $4\times4\times4$ grid. These are round model parameters. Gaussian units are used: two unit charges $e$ at distance $r$ have energy $e^2/r$, and $e^2=14.39965$ eV Å. Potentials per unit charge are therefore inverse lengths.

## Solution

### (a) The supercell behind the grid

With $\mathbf G=\sum_i m_i\mathbf b_i$,

$$\mathbf Q=\sum_i\frac{j_i+N_im_i}{N_i}\,\mathbf b_i=\sum_i n_i\frac{\mathbf b_i}{N_i}.$$

Division with remainder writes each integer $n_i$ in one way as $j_i+N_im_i$. Each integer triple thus occurs once. Since $(\mathbf b_i/N_i)\cdot(N_j\mathbf a_j)=2\pi\delta_{ij}$, the $\mathbf Q$ form the reciprocal lattice of a supercell with edges $N_i\mathbf a_i$ and volume $\Omega$, the Born–von Karman supercell. Its translations are called $\mathbf R$.

Each $\mathbf Q$ occupies a volume $(2\pi)^3/\Omega$, so $\Omega^{-1}\sum_{\mathbf Q}$ is the Riemann sum for $\int d^3q/(2\pi)^3$. Without the Gaussian factor, both diverge: a shell of radius $q$ contributes in proportion to $q^2dq/q^2=dq$. The difference is given a meaning by using the same factor in both, subtracting, and then letting $\eta\to0$.

### (b) The image sum

From $1/A=\int_0^\infty e^{-sA}ds$ with $A=q^2+\kappa^2$, and $e^{-\eta q^2}=e^{\eta\kappa^2}e^{-\eta A}$, the substitution $t=s+\eta$ gives

$$f_\eta(q)=4\pi e^{\eta\kappa^2}\int_\eta^\infty dt\,e^{-t\kappa^2}e^{-tq^2}.\tag{1}$$

The grid sum now needs sums of Gaussians. Let

$$g_t(r)=\int\!\frac{d^3q}{(2\pi)^3}e^{-tq^2+i\mathbf q\cdot\mathbf r}=(4\pi t)^{-3/2}e^{-r^2/4t}.$$

The function $\sum_{\mathbf R}g_t(|\mathbf r-\mathbf R|)$ has the period of the supercell. Its Fourier coefficient is an integral over one supercell; the sum over $\mathbf R$ extends this to all space:

$$\frac1\Omega\int d^3r\,g_t(r)e^{-i\mathbf Q\cdot\mathbf r}=\frac1\Omega e^{-tQ^2}.$$

At $\mathbf r=0$ the Fourier series becomes the Poisson formula

$$\frac1\Omega\sum_{\mathbf Q}e^{-tQ^2}=\sum_{\mathbf R}g_t(R).\tag{2}$$

All terms are positive, so sums and integrals may be exchanged. Inserting (2) into the sum of (1) yields

$$\frac1\Omega\sum_{\mathbf Q}f_\eta(Q)=\sum_{\mathbf R}F_\eta(R),\qquad F_\eta(r)=4\pi e^{\eta\kappa^2}\int_\eta^\infty dt\,e^{-t\kappa^2}g_t(r).\tag{3}$$

$F_\eta$ is the Fourier transform of $f_\eta$, and hence $F_\eta(0)=\int d^3q\,f_\eta/(2\pi)^3$. The integral is the $\mathbf R=0$ term of the sum, and $\Delta_\eta=\sum_{\mathbf R\ne0}F_\eta(R)$.

For $\eta\to0$ the lower limit in $F_\eta$ becomes zero. Put $u=r/(2\sqrt t)$, so that $t^{-3/2}|dt|=(4/r)\,du$. The prefactor is $4\pi(4\pi)^{-3/2}=1/(2\sqrt\pi)$, and

$$4\pi\int_0^\infty dt\,e^{-t\kappa^2}g_t(r)=\frac{2}{\sqrt\pi\,r}\int_0^\infty du\,e^{-u^2-c^2/u^2},\qquad c=\frac{\kappa r}{2}.$$

Call the last integral $J(c)$. Then $J'(c)=-2\int_0^\infty (c/u^2)e^{-u^2-c^2/u^2}du$, and the substitution $v=c/u$ turns this into $J'=-2J$. With $J(0)=\sqrt\pi/2$ we have $J=(\sqrt\pi/2)e^{-2c}$, so the right side is $e^{-\kappa r}/r$.

The integrand is positive, so raising the lower limit to $\eta$ reduces the integral: $0<F_\eta(R)\le e^{\eta\kappa^2}e^{-\kappa R}/R$. This bound has a finite sum for $\kappa>0$, which permits the limit inside the sum:

$$\boxed{\lim_{\eta\to0}\Delta_\eta(\kappa)=S(\kappa)=\sum_{\mathbf R\neq0}\frac{e^{-\kappa R}}{R}}\tag{4}$$

The grid error is thus the screened potential of the periodic images. At finite $\eta$, the part missing from $F_\eta(R)$ is the integral from $0$ to $\eta$. Dropping $e^{-t\kappa^2}\le1$ there, the same substitution bounds it by $e^{\eta\kappa^2}\,\mathrm{erfc}(R/2\sqrt\eta)/R$. Relative to the term $e^{\eta\kappa^2}e^{-\kappa R}/R$ this is at most $e^{\kappa R}\,\mathrm{erfc}(R/2\sqrt\eta)$. When both $\sqrt\eta$ and $\eta\kappa$ are well below the shortest $R$, therefore, $\Delta_\eta\simeq e^{\eta\kappa^2}S$ with an exponentially small relative error. The second condition is needed because the $t$ integrand peaks near $t=R/2\kappa$. For $\eta=4$ Å$^2$, shortest $R=20$ Å and $\kappa=2.5$ Å$^{-1}$, where $\eta\kappa=R/2$, $\Delta_\eta$ is only 0.47 of $e^{\eta\kappa^2}S$.

The integral is also needed in closed form. Integration by parts gives

$$\int_\eta^\infty\! t^{-3/2}e^{-t\kappa^2}dt=\frac{2e^{-\eta\kappa^2}}{\sqrt\eta}-2\kappa^2\!\int_\eta^\infty\! t^{-1/2}e^{-t\kappa^2}dt.$$

With $t=v^2/\kappa^2$ the last integral is $(\sqrt\pi/\kappa)\,\mathrm{erfc}(\kappa\sqrt\eta)$. Multiplying by $e^{\eta\kappa^2}/(2\sqrt\pi)$,

$$F_\eta(0)=\frac1{\sqrt{\pi\eta}}-\kappa\,e^{\eta\kappa^2}\mathrm{erfc}(\kappa\sqrt\eta).\tag{5}$$

In the example $L=4\times5=20$ Å and $\Omega=8000$ Å$^3$. For $\kappa=0.1$ Å$^{-1}$, direct summation over images gives $S=0.089823$ Å$^{-1}$. The grid sum over $\mathbf Q$ and the radial integral, done by numerical quadrature, give (in Å$^{-1}$):

| $\eta$ (Å$^2$) | sum | integral | difference |
|---|---|---|---|
| 4 | 0.294681 | 0.201193 | 0.093488 |
| 1 | 0.565269 | 0.474544 | 0.090725 |
| 0.25 | 1.123828 | 1.033780 | 0.090048 |

Sum and integral grow as $\eta$ falls, while their difference settles. In the first row $e^{0.04}\times0.0898227=0.093488$, as predicted.

### (c) Removing the zero term

At $\mathbf Q=0$ the Gaussian factor is one, and the term is $4\pi/(\Omega\kappa^2)$. What remains is

$$D(\kappa)=S(\kappa)-\frac{4\pi}{\Omega\kappa^2}.$$

The subtracted term has a direct meaning. A uniform charge density $-1/\Omega$ produces the screened potential

$$-\frac1\Omega\int d^3r\,\frac{e^{-\kappa r}}r=-\frac{4\pi}{\Omega}\int_0^\infty r e^{-\kappa r}dr=-\frac{4\pi}{\Omega\kappa^2}.$$

Omitting $\mathbf Q=0$ adds a background that neutralizes one unit charge per supercell. The potential of all charges and the background,

$$w_\kappa(\mathbf r)=\sum_{\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}-\frac{4\pi}{\Omega\kappa^2},$$

has zero average over a supercell for every $\kappa>0$, and $D(\kappa)$ is its value at a charge after that charge's own $e^{-\kappa r}/r$ is taken away.

Both parts of $D$ diverge for $\kappa\to0$, so they must be combined first. Write $S$ as the $t$ integral from $0$ to $\infty$ and split it at a fixed $\eta>0$, which is now a free splitting parameter. In the part $t>\eta$, use (2) and subtract the term $\mathbf R=0$:

$$4\pi\!\int_\eta^\infty\! dt\,e^{-t\kappa^2}\sum_{\mathbf R\ne0}g_t(R)=\frac{4\pi}\Omega\sum_{\mathbf Q}\frac{e^{-\eta(Q^2+\kappa^2)}}{Q^2+\kappa^2}-e^{-\eta\kappa^2}F_\eta(0).$$

The term $\mathbf Q=0$, combined with the subtraction, is $(4\pi/\Omega)(e^{-\eta\kappa^2}-1)/\kappa^2\to-4\pi\eta/\Omega$. By (5), the last term tends to $-1/\sqrt{\pi\eta}$. The part $t<\eta$ tends to $\sum_{\mathbf R\neq0}\mathrm{erfc}(R/2\sqrt\eta)/R$. Hence $D(\kappa)\to v_M$, with

$$v_M=\frac{4\pi}{\Omega}\sum_{\mathbf Q\ne0}\frac{e^{-\eta Q^2}}{Q^2}+\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(R/2\sqrt\eta)}{R}-\frac{4\pi\eta}{\Omega}-\frac1{\sqrt{\pi\eta}}.\tag{6}$$

This is the Ewald form of the Madelung potential: the potential at a unit charge due to its images and the neutralizing background, with zero cell average. Its value does not depend on $\eta$, because $D(\kappa)$ does not.

For a cube choose $\eta=L^2/4\pi$. With $\mathbf R=L\mathbf n$ and $\mathbf Q=2\pi\mathbf n/L$, the last two terms are $-1/L$ and $-2/L$, and (6) becomes

$$v_M=-\frac\alpha L,\qquad \alpha=3-\sum_{\mathbf n\neq0}\left[\frac{e^{-\pi n^2}}{\pi n^2}+\frac{\mathrm{erfc}(\sqrt\pi\,n)}{n}\right]=2.837297.$$

For the cube the dimensionless Madelung constant $\alpha$ is positive and the potential is negative. For $L=20$ Å, $v_M=-0.141865$ Å$^{-1}$, and $e^2v_M=-2.0428$ eV.

The shape of the supercell matters. For a $4\times4\times2$ grid, with edges 20, 20 and 10 Å, (6) gives $v_M=-0.146661$ Å$^{-1}$. The combination $-\Omega^{1/3}v_M$ is 2.328, against 2.837 for the cube. For strongly flattened or elongated supercells even the sign changes: with edges $L$, $L$, $c$ the combination is $-1.070$ at $c/L=0.2$ and $-0.458$ at $c/L=4$, so $v_M$ is positive there. The scaling $v_M\propto N^{-1/3}$ therefore holds for grids refined at fixed supercell shape.

### (d) Approach to the limit

Let $\eta\to0$ in (6). The erfc sum and $4\pi\eta/\Omega$ vanish, so $v_M$ is the limit of the sum without $\mathbf Q=0$ minus $1/\sqrt{\pi\eta}$. For $D(\kappa)$ the corresponding integral is (5). On subtraction, the integrals contribute

$$\frac1{\sqrt{\pi\eta}}-F_\eta(0)=\kappa\,e^{\eta\kappa^2}\mathrm{erfc}(\kappa\sqrt\eta)\to\kappa,$$

and the sums contain $1/(Q^2+\kappa^2)-1/Q^2=-\kappa^2/[Q^2(Q^2+\kappa^2)]$. This falls as $Q^{-4}$, so its sum converges without the Gaussian factor. The result is

$$D(\kappa)=v_M+\kappa-C(\kappa),\qquad C(\kappa)=\frac{4\pi\kappa^2}{\Omega}\sum_{\mathbf Q\ne0}\frac1{Q^2(Q^2+\kappa^2)}.\tag{7}$$

The leading error is linear in $\kappa$ and comes from the integral, which screening lowers by $\kappa$. The remainder $C$ is of order $\kappa^2$. In Å$^{-1}$, with $S$ summed directly and $C$ summed up to a large $Q$ with an integral for the tail:

| $\kappa$ | $S$ | $4\pi/(\Omega\kappa^2)$ | $D$ | $C$ |
|---|---|---|---|---|
| 0.2 | 0.007359 | 0.039270 | −0.031911 | 0.090046 |
| 0.1 | 0.089823 | 0.157080 | −0.067257 | 0.025392 |
| 0.05 | 0.529873 | 0.628319 | −0.098446 | 0.006581 |
| 0.025 | 2.394748 | 2.513274 | −0.118526 | 0.001661 |
| 0.0125 | 9.923315 | 10.053096 | −0.129781 | 0.000416 |

In the last row $D$ still differs from $v_M$ by 0.012084 Å$^{-1}$, or 8.5% of $|v_M|$. Subtracting the known $\kappa=0.0125$ Å$^{-1}$ leaves $-0.142281$ Å$^{-1}$, which differs from $v_M$ by 0.3% of $|v_M|$.

In the opposite limit, $\kappa L\gg1$, the six nearest images of the cube dominate and $S\simeq6e^{-\kappa L}/L$. The full sum is then exponentially accurate. Removing $\mathbf Q=0$ would introduce an error close to $-4\pi/(\Omega\kappa^2)$, which decreases only as $1/N$. For a screened interaction with $\kappa L\gg1$ the zero term should therefore stay. For sufficiently small $\kappa L$ the choice reverses: in the table $S<|D|$ at $\kappa L=4$, but $S>|D|$ at $\kappa L=2$ and below.

### (e) Bare charges in neutral cells

Take $(2M+1)^3$ cubic cells, each with a unit charge at its centre and the background $-1/\Omega$. The potential at the central charge, without its own contribution, is

$$V_M=\frac1L\left[\sum_{0<\max|n_i|\le M}\frac1n-(2M+1)^2I\right],\qquad I=\int_{\text{unit cube}}\frac{d^3r}{r}.$$

The factor $(2M+1)^2$ arises because $\int d^3r/r$ scales as the square of the edge. From $\nabla\cdot(\mathbf r/r)=2/r$ and the six equal faces,

$$I=\frac32\int_{-1/2}^{1/2}\!\!\int_{-1/2}^{1/2}\frac{dy\,dz}{\sqrt{1/4+y^2+z^2}},$$

which is smooth and suits Gauss–Legendre quadrature. For $M=20$ the result is $LV_M=-2.313714$, which is not $-\alpha$.

The two potentials obey the same Poisson equation, but this one does not average to zero. Let $\rho$ be the charge density of one cell and $u$ its potential. The cell is neutral, inversion symmetry removes all odd multipoles (dipole, octupole), and cubic symmetry removes the quadrupole. The first multipole left has $l=4$, so $u$ falls at least as $r^{-5}$. In an infinite cluster, the average over the central cell collects $u$ from all cells and equals $\Omega^{-1}\int u\,d^3r$ over all space. This integral is the $k\to0$ value of $4\pi\tilde\rho(k)/k^2$. Expanding $e^{-i\mathbf k\cdot\mathbf r}$ to second order, with zero total charge, gives $\tilde\rho(k)\simeq-(k^2/6)\int\rho r^2d^3r$. The point charge at the centre contributes nothing to the last integral; the background contributes $-3L^2/12=-L^2/4$. Thus

$$\bar V=-\frac{2\pi}{3\Omega}\int\rho r^2d^3r=\frac{2\pi}{3L^3}\,\frac{L^2}{4}=\frac{\pi}{6L}=\frac{0.523599}{L}.$$

Then $L(V_M-\bar V)=-2.313714-0.523599=-2.837313$. It agrees with $-\alpha$ to about 5 parts in a million; the cells beyond $M$ contribute terms that fall at least as fast as $M^{-2}$. The potential at a charge thus depends on a choice of zero, and omitting $\mathbf Q=0$ chooses zero cell average. The difference $V-\bar V$ is free of that choice: neutral cells with charges $1/8$ at their corners give $LV\simeq-3.884$ and $\bar V=-\pi/(3L)$, and $L(V-\bar V)$ again tends to $-\alpha$.

### (f) Correcting a Coulomb integral

A normalized Gaussian charge of width $\sigma$ has $\tilde\rho(q)=e^{-\sigma^2q^2/2}$. Its self-repulsion integral, without a factor $1/2$, is

$$W=e^2\!\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{-\eta q^2}}{q^2}=\frac{e^2}{\sqrt{\pi\eta}},\qquad\eta=\sigma^2.$$

The regularizer has become a physical form factor. Let $W_N$ be the grid sum without $\mathbf Q=0$. Rearranging (6),

$$W_N-W=e^2\left[v_M+\frac{4\pi\eta}\Omega-\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(R/2\sigma)}R\right].\tag{8}$$

The first term scales as $N^{-1/3}$ at fixed shape, the second as $N^{-1}$, and the third is exponentially small for $\sigma\ll L$. The second term also has a simple origin. Near $q=0$ the integrand is $4\pi/q^2-4\pi\eta+\dots$, and omitting $\mathbf Q=0$ discards the finite part $-4\pi\eta/\Omega$ along with the divergent one.

For $\sigma=1$ Å, $W=8.1241$ eV. On $n\times n\times n$ grids, with energies in eV:

| $n$ | $W_N$ | $W_N-W$ | $W_N-W-e^2v_M$ |
|---|---|---|---|
| 2 | 4.2195 | −3.9047 | 0.18095 |
| 4 | 6.1039 | −2.0202 | 0.02262 |
| 8 | 7.1056 | −1.0186 | 0.00283 |

Doubling $n$ roughly halves the raw error, and it reduces the corrected error by a factor of eight. For $n=4$ the error falls from 25% of $W$ to 0.3%. The remaining 0.02262 eV is $4\pi e^2\eta/\Omega$, so it too can be removed.

The correction $-e^2v_M$ applies to a localized unit charge whose form factor is smooth at $q=0$ and whose width is small compared with the supercell. If $\sigma$ becomes comparable to $L$, neighbouring images overlap and the erfc terms in (8) can no longer be neglected. An integrand with a further singularity, such as one produced by a sharp Fermi surface, is not covered by this derivation.
